# Vertical recurrence for three-centre integrals with a solid-harmonic auxiliary function: test program

```python
# Result under test (atomic units, unnormalised Gaussians al,be,ga at A,B,C):
# [ab|c]^(m): three-centre repulsion integral with weight t^(2m), t^2=u^2/(rho+u^2), in
# 1/r12 = 2/sqrt(pi) int exp(-u^2 r12^2) du.  ze=al+be, rho=ze*ga/(ze+ga), P, W centroids.
# T(ab|c+1i)^m = (W-C)i T(ab|c)^(m+1) + [ai T(a-1i,b|c)+bi T(a,b-1i|c)]^(m+1)/(2(ze+ga)),
# i.e. Obara-Saika without c-lowering terms, T(ab|0)=[ab|0]. Claim: contracted with a
# harmonic polynomial p, T gives [ab|p]; in general [ab|p] = T of exp(kappa*Laplacian/2)p,
# kappa = (1 - rho*M/ga)/(2 ga), where M raises m by one.
import itertools
import numpy as np
import sympy as sp
from functools import lru_cache
from math import factorial, comb, pi, sqrt
from numpy.polynomial.hermite import hermgauss
from numpy.polynomial.legendre import leggauss
from scipy.special import hyp1f1, gammainc, gamma as gamma_fn, eval_hermite
from scipy.linalg import null_space
from pyscf import gto

Z = (0, 0, 0)
def carts(l):
    return [(x, y, l-x-y) for x in range(l, -1, -1) for y in range(l-x, -1, -1)]
def shift(c, i, s):
    c = list(c); c[i] += s
    return tuple(c)
def boys(m, T):
    return hyp1f1(m+0.5, m+1.5, -T)/(2*m+1)
def laplacian(l):
    low = {c: k for k, c in enumerate(carts(l-2))}
    L = np.zeros((len(low), len(carts(l))))
    for j, c in enumerate(carts(l)):
        for i in range(3):
            if c[i] > 1:
                L[low[shift(c, i, -2)], j] += c[i]*(c[i]-1)
    return L
def harmonics(l):
    return np.eye(len(carts(l))) if l < 2 else null_space(laplacian(l))

def quadrature(al, A, be, B, ga, C, de=0.0, D=Z, hermite=False):
    """[ab|cd]^(m) from the definition: Legendre in t, 2D Gauss-Hermite per direction."""
    ze, et = al+be, ga+de
    rho = ze*et/(ze+et)
    x, w = leggauss(40)
    t = 0.5*(x+1)
    w = w/sqrt(pi)*sqrt(rho)*(1-t*t)**-1.5
    gx, gw = hermgauss(8)
    Y = np.array(np.meshgrid(gx, gx)).reshape(2, -1)
    GW = np.outer(gw, gw).ravel()
    tab = np.zeros((3, 40, 3, 2, 5, 2))
    pw = lambda v, n: np.array([v**k for k in range(n)])
    for k, tk in enumerate(t):
        u2 = rho*tk*tk/(1-tk*tk)
        M = np.array([[ze+u2, -u2], [-u2, et+u2]])
        lam, V = np.linalg.eigh(M)
        for i in range(3):
            mu = np.linalg.solve(M, [al*A[i]+be*B[i], ga*C[i]+de*D[i]])
            e0 = (al*(mu[0]-A[i])**2+be*(mu[0]-B[i])**2+ga*(mu[1]-C[i])**2
                  + de*(mu[1]-D[i])**2+u2*(mu[0]-mu[1])**2)
            x1, x2 = mu[:, None]+(V/np.sqrt(lam)) @ Y
            pc = pw(x2-C[i], 5)
            if hermite:
                pc = np.array([eval_hermite(n, sqrt(ga)*(x2-C[i]))/(2*sqrt(ga))**n
                               for n in range(5)])
            tab[i, k] = np.einsum('g,ag,bg,cg,dg->abcd', GW*np.exp(-e0)/sqrt(lam.prod()),
                                  pw(x1-A[i], 3), pw(x1-B[i], 2), pc, pw(x2-D[i], 2))
    def get(a, b, c, m, d=Z):
        f = w*t**(2*m)
        for i in range(3):
            f = f*tab[i, :, a[i], b[i], c[i], d[i]]
        return f.sum()
    return get

def poisson(al, A, be, B, ga, C, a, b, l, coef):
    """Multipole potential of a harmonic Gaussian integrated against the bra on a grid."""
    ze = al+be
    P = (al*A+be*B)/ze
    gx, gw = hermgauss(32)
    r = P[:, None]+np.array(np.meshgrid(gx, gx, gx, indexing='ij')).reshape(3, -1)/sqrt(ze)
    w = np.einsum('i,j,k->ijk', gw, gw, gw).ravel()*ze**-1.5*np.exp(-al*be/ze*(A-B) @ (A-B))
    mono = lambda X, n: np.prod([(r[i]-X[i])**n[i] for i in range(3)], axis=0)
    s2 = ((r-C[:, None])**2).sum(0)
    rad = (gamma_fn(l+1.5)*gammainc(l+1.5, ga*s2)/(2*ga**(l+1.5))/s2**(l+0.5)
           + np.exp(-ga*s2)/(2*ga))
    p = sum(k*mono(C, c) for k, c in zip(coef, carts(l)))
    return (w*mono(A, a)*mono(B, b)*4*pi/(2*l+1)*p*rad).sum()

def recurrences(al, A, be, B, ga, C):
    ze = al+be
    rho = ze*ga/(ze+ga)
    P = (al*A+be*B)/ze
    W = (ze*P+ga*C)/(ze+ga)
    K = 2*pi**2.5/(ze*ga*sqrt(ze+ga))*np.exp(-al*be/ze*(A-B) @ (A-B))
    orders = set()
    @lru_cache(None)
    def bra(a, b, m):
        if a == Z and b == Z:
            return K*boys(m, rho*(P-C) @ (P-C))
        if a != Z:
            i = [j for j in range(3) if a[j]][0]; a = shift(a, i, -1); X = A
        else:
            i = [j for j in range(3) if b[j]][0]; b = shift(b, i, -1); X = B
        v = (P-X)[i]*bra(a, b, m)+(W-P)[i]*bra(a, b, m+1)
        for n, a2, b2 in ((a[i], shift(a, i, -1), b), (b[i], a, shift(b, i, -1))):
            if n:
                v += n/(2*ze)*(bra(a2, b2, m)-rho/ze*bra(a2, b2, m+1))
        return v
    @lru_cache(None)
    def ket(a, b, c, m, low0=0, low1=0, cross=1, pick=0):
        o = (low0, low1, cross, pick)
        if c == Z:
            orders.add(m)
            return bra(a, b, m)
        i = [j for j in range(3) if c[j]][pick]
        c = shift(c, i, -1)
        v = (W-C)[i]*ket(a, b, c, m+1, *o)
        if cross and a[i]:
            v += a[i]/(2*(ze+ga))*ket(shift(a, i, -1), b, c, m+1, *o)
        if cross and b[i]:
            v += b[i]/(2*(ze+ga))*ket(a, shift(b, i, -1), c, m+1, *o)
        if low0 and c[i]:
            v += c[i]/(2*ga)*ket(a, b, shift(c, i, -1), m, *o)
        if low1 and c[i]:
            v -= c[i]*rho/(2*ga*ga)*ket(a, b, shift(c, i, -1), m+1, *o)
        return v
    return ket, dict(ze=ze, rho=rho, P=P, W=W, K=K, orders=orders)

# symbolic: moments of the fixed-u Gaussian and the smoothing operator
z_, g_, u_, k_ = sp.symbols('z g u k', positive=True)
p_, c_, x, y, z = sp.symbols('p c x y z')
Minv = sp.Matrix([[z_+u_, -u_], [-u_, g_+u_]]).inv()
r_ = z_*g_/(z_+g_); t2 = u_/(r_+u_); w_ = (z_*p_+g_*c_)/(z_+g_)
mean = Minv*sp.Matrix([z_*p_, g_*c_])
for e in (mean[1]-c_-(w_-c_)*t2, mean[0]-p_-(w_-p_)*t2, Minv[0, 1]/2-t2/(2*(z_+g_)),
          Minv[1, 1]/2-(1-r_*t2/g_)/(2*g_), Minv[0, 0]/2-(1-r_*t2/z_)/(2*z_)):
    assert sp.simplify(e) == 0
def smooth(p):
    out = 0
    for k in range(5):
        out += (k_/2)**k*p/factorial(k)
        p = sp.diff(p, x, 2)+sp.diff(p, y, 2)+sp.diff(p, z, 2)
    return sp.expand(out)
poly = x**3*y*z**2-2*x*y**4+5*z**3+x**2
for v in (x, y, z):
    assert sp.expand(smooth(v*poly)-v*smooth(poly)-k_*sp.diff(smooth(poly), v)) == 0
gx, gw = hermgauss(6)
G = np.meshgrid(0.3+sqrt(0.8)*gx, -0.7+sqrt(0.8)*gx, 1.1+sqrt(0.8)*gx, indexing='ij')
avg = np.einsum('i,j,k,ijk->', gw, gw, gw, sp.lambdify((x, y, z), poly)(*G))/pi**1.5
assert abs(avg-float(smooth(poly).subs({x: 0.3, y: -0.7, z: 1.1, k_: 0.4}))) < 1e-12

# generic geometry: recurrences against the definition
al, be, ga = 0.9, 0.6, 0.75
A, B, C = map(np.array, ((0.1, -0.2, 0.3), (0.9, 0.4, -0.5), (-0.6, 0.7, 0.8)))
geo = (al, A, be, B, ga, C)
quad, quadH = quadrature(*geo), quadrature(*geo, hermite=True)
ket, par = recurrences(*geo)
ze, rho, P, W = par['ze'], par['rho'], par['P'], par['W']
bras = [(a, b) for la in range(3) for a in carts(la) for lb in range(2) for b in carts(lb)]
def closed(a, b, c, m):
    v = 0.0
    for k in itertools.product(*[range(n//2+1) for n in c]):
        f = np.prod([factorial(n)/(factorial(j)*factorial(n-2*j)) for n, j in zip(c, k)])
        n, c2 = sum(k), tuple(ci-2*j for ci, j in zip(c, k))
        v += f/(4*ga)**n*sum(comb(n, j)*(-rho/ga)**j*ket(a, b, c2, m+j) for j in range(n+1))
    return v
err = dict(full=0, closed=0, hermite=0, harmonic=0, path=0)
bad_cart = bad_cross = 0
for l in range(5):
    H = harmonics(l)
    assert H.shape[1] == 2*l+1
    for (a, b), m in itertools.product(bras, range(3)):
        vec = lambda f: np.array([f(c) for c in carts(l)])
        q, T = vec(lambda c: quad(a, b, c, m)), vec(lambda c: ket(a, b, c, m))
        for key, d in (('full', q-vec(lambda c: ket(a, b, c, m, 1, 1))),
                       ('closed', q-vec(lambda c: closed(a, b, c, m))),
                       ('hermite', vec(lambda c: quadH(a, b, c, m)-ket(a, b, c, m, 0, 1))),
                       ('harmonic', (q-T) @ H),
                       ('path', T-vec(lambda c: ket(a, b, c, m, 0, 0, 1, -1)))):
            err[key] = max(err[key], abs(d).max())
        bad_cart = max(bad_cart, abs(q-T).max())
        bad_cross = max(bad_cross, abs((q-vec(lambda c: ket(a, b, c, m, 0, 0, 0))) @ H).max())
assert max(err.values()) < 1e-9
assert bad_cart > 1e-2 and bad_cross > 1e-2
err['poisson'] = 0
for l, a, b in ((2, (1, 0, 1), (0, 1, 0)), (3, (0, 2, 0), (1, 0, 0)), (4, (1, 1, 0), (0, 0, 1))):
    h = harmonics(l).sum(1)
    val = sum(k*ket(a, b, c, 0) for k, c in zip(h, carts(l)))
    err['poisson'] = max(err['poisson'], abs(val-poisson(*geo, a, b, l, h)))
assert err['poisson'] < 1e-9
# T obeys the bra vertical and horizontal recurrences
for (a, b), c, i in itertools.product(bras, carts(3), range(3)):
    v = (P-A)[i]*ket(a, b, c, 0)+(W-P)[i]*ket(a, b, c, 1)
    for n, a2, b2 in ((a[i], shift(a, i, -1), b), (b[i], a, shift(b, i, -1))):
        if n:
            v += n/(2*ze)*(ket(a2, b2, c, 0)-rho/ze*ket(a2, b2, c, 1))
    if c[i]:
        v += c[i]/(2*(ze+ga))*ket(a, b, shift(c, i, -1), 1)
    up = ket(shift(a, i, 1), b, c, 0)
    assert abs(v-up) < 1e-11
    assert abs(ket(a, shift(b, i, 1), c, 0)-up-(A-B)[i]*ket(a, b, c, 0)) < 1e-11
# necessity: rank of the error over random positions of C, s-type bra
rng = np.random.default_rng(1)
sets = [(quadrature(al, A, be, B, ga, X), recurrences(al, A, be, B, ga, X)[0])
        for X in rng.uniform(-1.5, 1.5, (16, 3))]
ranks = []
for l in (2, 3, 4):
    s = np.linalg.svd(np.array([[q(Z, Z, c, 0)-k(Z, Z, c, 0) for c in carts(l)]
                                for q, k in sets]), compute_uv=False)
    ranks.append(int((s > 1e-6*s[0]).sum()))
    assert ranks[-1] == l*(l-1)//2 and s[ranks[-1]] < 1e-10*s[0]
# four centres: holds at fixed d, fails under horizontal transfer on the ket
de, D = 0.5, np.array((0.2, -0.4, 1.0))
q4 = quadrature(*geo, de=de, D=D)
et = ga+de; Q = (ga*C+de*D)/et; W4 = (ze*P+et*Q)/(ze+et); r4 = ze*et/(ze+et)
@lru_cache(None)
def t4(a, b, c, d, m):
    if c == Z:
        return q4(a, b, c, m, d)
    i = [j for j in range(3) if c[j]][0]
    c = shift(c, i, -1)
    v = (Q-C)[i]*t4(a, b, c, d, m)+(W4-Q)[i]*t4(a, b, c, d, m+1)
    if a[i]:
        v += a[i]/(2*(ze+et))*t4(shift(a, i, -1), b, c, d, m+1)
    if b[i]:
        v += b[i]/(2*(ze+et))*t4(a, shift(b, i, -1), c, d, m+1)
    if d[i]:
        d2 = shift(d, i, -1)
        v += d[i]/(2*et)*(t4(a, b, c, d2, m)-r4/et*t4(a, b, c, d2, m+1))
    return v
a, b, px, py = (1, 0, 1), (0, 1, 0), (1, 0, 0), (0, 1, 0)
err['four'] = max(abs(np.array([q4(a, b, c, 0, d)-t4(a, b, c, d, 0) for c in carts(l)])
                      @ harmonics(l)).max() for l in (2, 3, 4) for d in carts(1))
assert err['four'] < 1e-9
miss = q4(Z, Z, (1, 1, 0), 0, px)-t4(Z, Z, (2, 1, 0), Z, 0)-(C-D)[0]*t4(Z, Z, (1, 1, 0), Z, 0)
assert abs(miss) > 1e-2 and abs(miss-(q4(Z, Z, py, 0)-r4/et*q4(Z, Z, py, 1))/(2*et)) < 1e-9
# contracted spherical shells against PySCF
mol = gto.M(atom=[['H1', tuple(A)], ['H2', tuple(B)], ['H3', tuple(C)]], unit='Bohr', spin=1,
            verbose=0, basis={'H1': [[2, [1.2, 0.6], [0.4, 0.5]]], 'H2': [[1, [0.6, 1.0]]],
                              'H3': [[3, [1.5, 0.4], [0.5, 0.7]], [4, [1.0, 0.5], [0.6, 0.5]]]})
def prims(i):
    ptr = mol._bas[i, gto.mole.PTR_COEFF]
    return list(zip(mol.bas_exp(i), mol._env[ptr:ptr+mol.bas_nprim(i)]))
err['pyscf'] = 0
for sh in (2, 3):
    l = mol.bas_angular(sh)
    S = gto.cart2sph(l)
    assert abs(laplacian(l) @ S).max() < 1e-12
    blk = 0
    for (e1, c1), (e2, c2), (e3, c3) in itertools.product(prims(0), prims(1), prims(sh)):
        k = recurrences(e1, A, e2, B, e3, C)[0]
        blk = blk+c1*c2*c3*np.array([[[k(a, b, c, 0) for c in carts(l)] for b in carts(1)]
                                     for a in carts(2)])
    blk = np.einsum('abc,ai,bj,ck->ijk', blk, gto.cart2sph(2), gto.cart2sph(1), S)
    ref = mol.intor('int3c2e_sph', shls_slice=(0, 1, 1, 2, sh, sh+1))
    assert abs(ref).max() > 1e-3
    err['pyscf'] = max(err['pyscf'], abs(blk-ref).max())
assert err['pyscf'] < 1e-10
for key, v in err.items():
    print(f"largest deviation, test '{key}': {v:.1e} a.u.")
print(f"largest error of T as Cartesian integral: {bad_cart:.4f} a.u.")
print(f"largest error if a,b lowering is dropped too: {bad_cross:.4f} a.u.")
print("rank of error matrix for l=2,3,4:", *ranks)
print(f"four-centre (ss|xy,px) term missed by ket transfer: {miss:.6f} Eh bohr^9")
for name, o in (('full', 1), ('shortened', 0)):
    k, pr = recurrences(*geo)
    for a, b, c in itertools.product(carts(2), carts(1), carts(4)):
        k(a, b, c, 0, o, o, 1, 0)
    print(f"(dp|g) {name}: {k.cache_info().currsize} intermediates, seed orders m =",
          *sorted(pr['orders']))

# worked example
al, be, ga = 0.8, 0.5, 0.7
A, B, C = map(np.array, ((0.0, 0.0, 0.0), (1.3, 0.0, 0.0), (-0.5, 0.8, 0.6)))
geo = (al, A, be, B, ga, C)
ket, par = recurrences(*geo)
quad = quadrature(*geo)
ze, rho, P, W, K = (par[n] for n in ('ze', 'rho', 'P', 'W', 'K'))
fmt = lambda v: "("+", ".join(f"{e:.4f}" for e in v)+") bohr"
print(f"example: alpha={al}, beta={be}, gamma={ga} bohr^-2")
for name, v in (('A', A), ('B', B), ('C', C), ('P', P), ('W', W), ('P-A', P-A),
                ('W-P', W-P), ('W-C', W-C)):
    print(name, '=', fmt(v))
arg = rho*(P-C) @ (P-C)
print(f"zeta={ze:.4f}, zeta+gamma={ze+ga:.4f}, rho={rho:.4f} bohr^-2")
print(f"rho/gamma={rho/ga:.4f}, 1/(2 gamma)={1/(2*ga):.6f} bohr^2")
print(f"Boys argument = {arg:.4f}, K = {K:.8f} Eh bohr^6")
for m in range(4):
    print(f"F_{m} = {boys(m, arg):.8f}, [ss|0]^({m}) = {ket(Z, Z, Z, m):.8f} Eh bohr^6")
for m in range(3):
    print(f"[px s|0]^({m}) = {ket(px, Z, Z, m):.8f} Eh bohr^7")
WC = W-C
t1, t2x = WC[0]**2*ket(px, Z, Z, 2), WC[0]*ket(Z, Z, Z, 2)/(ze+ga)
Tv = np.array([t1+t2x, WC[1]**2*ket(px, Z, Z, 2), WC[2]**2*ket(px, Z, Z, 2)])
qv = np.array([quad(px, Z, c, 0) for c in ((2, 0, 0), (0, 2, 0), (0, 0, 2))])
drop = (ket(px, Z, Z, 0)-rho/ga*ket(px, Z, Z, 1))/(2*ga)
pv = poisson(*geo, px, Z, 2, [1, 0, 0, -1, 0, 0])
assert abs(qv-Tv-drop).max() < 1e-10 and abs(pv-Tv[0]+Tv[1]) < 1e-10
print(f"T(xx) parts: {t1:.8f} + {t2x:.8f} Eh bohr^9")
for n, tv, q in zip(('xx', 'yy', 'zz'), Tv, qv):
    print(f"T({n}) = {tv:.8f}, quadrature [px s|{n}] = {q:.8f} Eh bohr^9")
print(f"dropped term = {drop:.8f}, three times = {3*drop:.8f} Eh bohr^9")
print(f"x^2-y^2: T = {Tv[0]-Tv[1]:.8f}, quadrature = {qv[0]-qv[1]:.8f} Eh bohr^9")
print(f"x^2-y^2: Poisson grid = {pv:.8f} Eh bohr^9")
print(f"r^2: T = {Tv.sum():.8f}, quadrature = {qv.sum():.8f} Eh bohr^9")
print("finished without a failed check")
```

It prints:

```
largest deviation, test 'full': 1.2e-14 a.u.
largest deviation, test 'closed': 1.2e-14 a.u.
largest deviation, test 'hermite': 1.2e-14 a.u.
largest deviation, test 'harmonic': 1.2e-14 a.u.
largest deviation, test 'path': 5.6e-17 a.u.
largest deviation, test 'poisson': 2.1e-17 a.u.
largest deviation, test 'four': 9.6e-18 a.u.
largest deviation, test 'pyscf': 2.6e-15 a.u.
largest error of T as Cartesian integral: 9.2903 a.u.
largest error if a,b lowering is dropped too: 0.4652 a.u.
rank of error matrix for l=2,3,4: 1 3 6
four-centre (ss|xy,px) term missed by ket transfer: -0.431197 Eh bohr^9
(dp|g) full: 1522 intermediates, seed orders m = 0 1 2 3 4
(dp|g) shortened: 994 intermediates, seed orders m = 4
example: alpha=0.8, beta=0.5, gamma=0.7 bohr^-2
A = (0.0000, 0.0000, 0.0000) bohr
B = (1.3000, 0.0000, 0.0000) bohr
C = (-0.5000, 0.8000, 0.6000) bohr
P = (0.5000, 0.0000, 0.0000) bohr
W = (0.1500, 0.2800, 0.2100) bohr
P-A = (0.5000, 0.0000, 0.0000) bohr
W-P = (-0.3500, 0.2800, 0.2100) bohr
W-C = (0.6500, -0.5200, -0.3900) bohr
zeta=1.3000, zeta+gamma=2.0000, rho=0.4550 bohr^-2
rho/gamma=0.6500, 1/(2 gamma)=0.714286 bohr^2
Boys argument = 0.9100, K = 16.16274632 Eh bohr^6
F_0 = 0.76429098, [ss|0]^(0) = 12.35304120 Eh bohr^6
F_1 = 0.19877294, [ss|0]^(1) = 3.21271663 Eh bohr^6
F_2 = 0.10648055, [ss|0]^(2) = 1.72101812 Eh bohr^6
F_3 = 0.07136183, [ss|0]^(3) = 1.15340313 Eh bohr^6
[px s|0]^(0) = 5.05206978 Eh bohr^7
[px s|0]^(1) = 1.00400197 Eh bohr^7
[px s|0]^(2) = 0.45681797 Eh bohr^7
T(xx) parts: 0.19300559 + 0.55933089 Eh bohr^9
T(xx) = 0.75233648, quadrature [px s|xx] = 3.89481398 Eh bohr^9
T(yy) = 0.12352358, quadrature [px s|yy] = 3.26600107 Eh bohr^9
T(zz) = 0.06948201, quadrature [px s|zz] = 3.21195951 Eh bohr^9
dropped term = 3.14247749, three times = 9.42743248 Eh bohr^9
x^2-y^2: T = 0.62881290, quadrature = 0.62881290 Eh bohr^9
x^2-y^2: Poisson grid = 0.62881290 Eh bohr^9
r^2: T = 0.94534207, quadrature = 10.37277456 Eh bohr^9
finished without a failed check
```
